# DFT+U as a Separable Operator: Potential, Force and Double Counting

## 1. One localized function

Take one normalized function \(\phi\) on an atom at \(R\), one spin channel, and orbitals \(\psi_i\) with occupations \(f_i\). The occupation of \(\phi\) is

\[
n=\sum_i f_i\langle\phi|\psi_i\rangle\langle\psi_i|\phi\rangle .
\]

Add to the density-functional energy the term

\[
E_U=\frac U2\,(n-n^2),
\]

which vanishes for an empty or a full function and is positive in between. Since \(dE_U/dn=U(\tfrac12-n)\) and \(\partial n/\partial\langle\psi_i|=f_i|\phi\rangle\langle\phi|\psi_i\rangle\),

\[
\frac{\partial E_U}{\partial\langle\psi_i|}=f_iV_U|\psi_i\rangle,\qquad
V_U=|\phi\rangle\,U(\tfrac12-n)\,\langle\phi| .
\]

This has the form of a separable pseudopotential with one projector, but its strength depends on the orbitals. Two consequences follow.

- If the atom moves while the orbitals are held fixed, the force is \(-U(\tfrac12-n)\,\partial_Rn\). The strength multiplies \(\partial_R n\) and is not itself differentiated.
- The expectation value of \(V_U\), summed over electrons, is \(U(\tfrac12n-n^2)\). This is not \(E_U\); the difference is \(E_U-U(\tfrac12n-n^2)=\tfrac12Un^2\).

With several functions, numbers become matrices and the order of indices matters.

## 2. Conventions

Hartree atomic units are used. The orbitals satisfy \(\langle\psi_i|\psi_j\rangle=\delta_{ij}\) with no overlap operator, as in a norm-conserving calculation, and are expanded in a basis that does not move with the atoms. The atom carries orthonormal functions \(\phi_m(\mathbf r-\mathbf R)\) rigidly. For spin \(\sigma\),

\[
\gamma^\sigma=\sum_i f_i^\sigma|\psi_i^\sigma\rangle\langle\psi_i^\sigma|,\qquad
n^\sigma_{mm'}=\langle\phi_m|\gamma^\sigma|\phi_{m'}\rangle .
\]

The matrix \(n^\sigma\) is Hermitian, and its eigenvalues lie between 0 and 1 when the \(f_i\) do. The functional is

\[
E_U=\frac U2\sum_\sigma\mathrm{Tr}\,[\,n^\sigma-n^\sigma n^\sigma\,],
\]

with one effective parameter \(U\) that does not depend on the atomic positions. With several such atoms, one sums over them.

## 3. Where the functional comes from

Let electrons in the shell repel through \(\tfrac U2\hat N(\hat N-1)\), where \(\hat N=\sum_a c_a^\dagger c_a\) and \(a\) labels function and spin. Moving \(c_a\) past \(c_b^\dagger\) gives

\[
c_a^\dagger c_ac_b^\dagger c_b=\delta_{ab}c_a^\dagger c_b+c_a^\dagger c_b^\dagger c_bc_a .
\]

Summed over \(a,b\), the first term on the right is \(\hat N\), so \(\hat N(\hat N-1)=\sum_{ab}c_a^\dagger c_b^\dagger c_bc_a\). In a single determinant this average is a direct minus an exchange product. With \(n_{ab}=\langle c_b^\dagger c_a\rangle\),

\[
\langle c_a^\dagger c_b^\dagger c_bc_a\rangle=n_{aa}n_{bb}-n_{ab}n_{ba}.
\]

If no orbital mixes the spins, then with \(\bar N=\langle\hat N\rangle\)

\[
\Big\langle\frac U2\hat N(\hat N-1)\Big\rangle=\frac U2\Big[\bar N^2-\sum_\sigma\mathrm{Tr}(n^\sigma n^\sigma)\Big].
\]

The density functional already contains some repulsion within the shell. The fully localized prescription models that part as \(\tfrac U2\bar N(\bar N-1)\) and subtracts it. This is an assumption about the functional, not a theorem. The \(\bar N^2\) terms cancel, and

\[
\frac U2\Big[\bar N-\sum_\sigma\mathrm{Tr}(n^\sigma n^\sigma)\Big]=E_U .
\]

The linear term, which will produce the \(\tfrac12\) in the potential, comes from this subtraction.

For a determinant whose orbitals do not mix the spins there is a direct reading. Since \(\langle\hat N^2\rangle=\langle\hat N(\hat N-1)\rangle+\bar N\), the variance \(\langle\hat N^2\rangle-\bar N^2\) equals \(\sum_\sigma\mathrm{Tr}(n^\sigma-n^\sigma n^\sigma)\). So \(E_U\) is \(U/2\) times the variance of the shell's electron number.

This was tested by listing all configurations of a random three-electron determinant at \(U=0.15\) Ha. The pair energy is 0.0543 Ha and the subtracted energy 0.0225 Ha, leaving 0.0318 Ha. The variance 0.424 times \(U/2=0.075\) Ha gives the same value.

## 4. The potential

Vary the density matrix. The trace is cyclic, so \(\mathrm{Tr}(dn\,n)=\mathrm{Tr}(n\,dn)\), and

\[
dE_U=\frac U2\sum_\sigma\mathrm{Tr}[dn^\sigma-2n^\sigma dn^\sigma]
=\sum_\sigma\mathrm{Tr}[D^\sigma dn^\sigma],\qquad
D^\sigma=U(\tfrac12-n^\sigma),
\]

where \(\tfrac12\) multiplies the unit matrix. Now insert \(dn^\sigma_{m'm}=\langle\phi_{m'}|d\gamma^\sigma|\phi_m\rangle\):

\[
\sum_{mm'}D^\sigma_{mm'}\langle\phi_{m'}|d\gamma^\sigma|\phi_m\rangle
=\mathrm{Tr}\Big[d\gamma^\sigma\sum_{mm'}|\phi_m\rangle D^\sigma_{mm'}\langle\phi_{m'}|\Big].
\]

The operator multiplying \(d\gamma^\sigma\) is the potential:

\[
V_U^\sigma=\sum_{mm'}|\phi_m\rangle\,U\big(\tfrac12\delta_{mm'}-n^\sigma_{mm'}\big)\,\langle\phi_{m'}| .
\]

The indices of \(n\) are not transposed. For real \(n\) a transposition would do no harm; for complex \(n\) it would give a different operator.

To obtain the scalar form, diagonalize \(n^\sigma=W\,\mathrm{diag}(\nu_k)\,W^\dagger\) and define \(|\chi_k\rangle=\sum_m|\phi_m\rangle W_{mk}\). Then

\[
V_U^\sigma=\sum_k|\chi_k\rangle\,U(\tfrac12-\nu_k)\,\langle\chi_k| .
\]

A full function is lowered by \(U/2\), an empty one is raised by \(U/2\), and a half-filled one is left alone. These are shifts of the potential in the shell. An orbital energy shifts by the same amount if the orbital coincides with \(\chi_k\); a hybridized orbital feels a weighted part.

**Comparison with a pseudopotential.** A separable norm-conserving pseudopotential has the nonlocal part \(V_{NL}=\sum_{ij}|\beta_i\rangle h_{ij}\langle\beta_j|\). Both operators act on an orbital in three moves: form the projections \(p_{m'}=\langle\phi_{m'}|\psi\rangle\), multiply by the small matrix to get \(c_m=\sum_{m'}D_{mm'}p_{m'}\), and add \(\sum_m c_m|\phi_m\rangle\). The difference is that \(h\) is fixed, whereas \(D^\sigma\) is rebuilt from the occupations in each self-consistency cycle. Hence \(\mathrm{Tr}(\gamma V_{NL})\) is the nonlocal pseudopotential energy, while \(\mathrm{Tr}(\gamma V_U)\) is not \(E_U\).

## 5. The band-sum correction

"Double counting" has a second meaning here, separate from the subtraction in Section 3. Write the electronic energy as

\[
E=\sum_\sigma\mathrm{Tr}(\gamma^\sigma h_0)+E_{\rm mf}[\rho]+E_U ,
\]

where \(h_0\) holds the kinetic energy and the fixed potentials, and \(E_{\rm mf}\) is the density-dependent energy (Hartree plus exchange-correlation in an ordinary calculation) with potential \(v_{\rm mf}\), taken as spin-independent for brevity. The orbitals are eigenfunctions of \(H^\sigma=h_0+v_{\rm mf}+V_U^\sigma\), so

\[
\sum_{i\sigma}f_i^\sigma\varepsilon_i^\sigma=\sum_\sigma\mathrm{Tr}(\gamma^\sigma h_0)+\int v_{\rm mf}\,\rho+\sum_\sigma\mathrm{Tr}(D^\sigma n^\sigma).
\]

Solving for the \(h_0\) term and substituting,

\[
E=\sum_{i\sigma} f_i^\sigma\varepsilon_i^\sigma+\Big[E_{\rm mf}-\int v_{\rm mf}\,\rho\Big]+\Big[E_U-\sum_\sigma\mathrm{Tr}(D^\sigma n^\sigma)\Big].
\]

In the last bracket the linear terms cancel:

\[
\frac U2\mathrm{Tr}(n-n^2)-U\,\mathrm{Tr}\big(\tfrac12n-n^2\big)=\frac U2\mathrm{Tr}(n^2).
\]

The correction is therefore \(+\tfrac U2\sum_\sigma\mathrm{Tr}(n^\sigma n^\sigma)\). A fixed projector term needs none.

Before self-consistency, \(D\) is built from an input matrix \(n_{\rm in}\), while the new orbitals give \(n_{\rm out}\). The bracket is then

\[
\frac U2\mathrm{Tr}\big(2n_{\rm in}n_{\rm out}-n_{\rm out}^2\big)
=\frac U2\mathrm{Tr}(n_{\rm in}^2)-\frac U2\mathrm{Tr}\big[(n_{\rm out}-n_{\rm in})^2\big].
\]

Evaluating the correction with \(n_{\rm in}\) thus makes an error of second order in the remaining change of \(n\).

## 6. The force

Let the atom move along one coordinate \(R\), with the \(f_i\) fixed. The energy changes explicitly, through functions and potentials attached to the atom, and implicitly, through the orbitals. The implicit part is

\[
\sum_{i\sigma} f_i\big[\langle d\psi_i|H|\psi_i\rangle+\langle\psi_i|H|d\psi_i\rangle\big]
=\sum_{i\sigma} f_i\varepsilon_i\,d\langle\psi_i|\psi_i\rangle=0 ,
\]

because the orbitals are self-consistent eigenfunctions and stay normalized. What remains of \(E_U\) is its derivative at frozen orbitals,

\[
F_U=-\sum_\sigma\mathrm{Tr}[D^\sigma\,\partial_Rn^\sigma].
\]

Dropping the spin label, the product rule gives

\[
\partial_Rn_{m'm}=\sum_if_i\big[\langle\partial_R\phi_{m'}|\psi_i\rangle\langle\psi_i|\phi_m\rangle+\langle\phi_{m'}|\psi_i\rangle\langle\psi_i|\partial_R\phi_m\rangle\big].
\]

Multiply by \(D_{mm'}\) and sum. Because \(D_{mm'}^*=D_{m'm}\), the first term becomes the complex conjugate of the second after exchanging the summation labels. Hence

\[
F_U=-2\,\mathrm{Re}\sum_{i\sigma}f_i^\sigma\sum_{mm'}\langle\psi_i^\sigma|\partial_R\phi_m\rangle\,D^\sigma_{mm'}\,\langle\phi_{m'}|\psi_i^\sigma\rangle .
\]

Replacing \(\phi\to\beta\) and \(D\to h\) gives the force of the fixed projector term. In a plane-wave basis, rigid motion changes a coefficient by the phase \(e^{-iqR}\), so \(\partial_R\phi_m(q)=-iq\,\phi_m(q)\).

**Where the derivative of \(D\) goes.** The band-sum expression shows the cancellation. Each eigenvalue changes by the expectation value of the full change of \(H\), so the U part of \(d\sum f\varepsilon\) is

\[
\sum_\sigma\big[\mathrm{Tr}(D^\sigma\partial_Rn^\sigma)\,dR+\mathrm{Tr}(n^\sigma dD^\sigma)\big],\qquad dD^\sigma=-U\,dn^\sigma .
\]

Here \(dn^\sigma\) is the total change, including the response of the orbitals. The second term is \(-U\,\mathrm{Tr}(n^\sigma dn^\sigma)\), and the correction contributes \(d[\tfrac U2\mathrm{Tr}(n^\sigma n^\sigma)]=+U\,\mathrm{Tr}(n^\sigma dn^\sigma)\). They cancel.

If one instead treated \(\mathrm{Tr}(Dn)\) as the energy and differentiated it at frozen orbitals, the result would be

\[
-U\sum_\sigma\mathrm{Tr}\big[(\tfrac12-2n^\sigma)\partial_Rn^\sigma\big]=F_U+U\sum_\sigma\mathrm{Tr}(n^\sigma\partial_Rn^\sigma),
\]

which is wrong by the last term.

## 7. Two limits

**Full and empty functions.** Let every \(\nu_k\) be 0 or 1. Then \(E_U=0\), but \(V_U\) has strengths \(\pm U/2\), and the band-sum correction is \(\tfrac U2\bar N\). The force vanishes: in the eigenframe it is \(-\sum_kU(\tfrac12-\nu_k)\,\partial_R\langle\chi_k|\gamma|\chi_k\rangle\), and each occupation sits at an end of its allowed range \([0,1]\), where a smooth function of \(R\) has zero slope.

**Half-filled functions.** Let every \(\nu_k=\tfrac12\). Then \(D=0\), so both potential and force vanish, while each function contributes its largest possible energy, \(U/8\).

So a zero energy does not imply a zero potential, nor the reverse.

## 8. A model with numbers

The model is a one-dimensional ring of period 10 bohr with round parameters; it represents no material. Well A, at 0, is \(-0.7\,e^{-x^2/2}\) Ha and well B, at 3 bohr, is \(-1.5\,e^{-(x-3)^2/2}\) Ha, with \(x\) in bohr. B also carries a fixed projector, a normalized Gaussian \(\propto e^{-s^2/2w^2}\) with \(w=0.6\) bohr, \(s=x-R\) and strength \(-0.2\) Ha. Its U shell has an even function of the same form with \(w=0.9\) bohr, and an odd one equal to \(\sqrt2\,(s/w)\) times the even one. Here \(U=0.15\) Ha (4.08 eV).

Two spin-up electrons and one spin-down electron interact through \(E_{\rm mf}=\tfrac g2\int\rho^2\) with \(g=0.3\) Ha bohr. Orbitals gain a phase of a quarter turn around the ring, which makes \(n\) complex. There is no ion-ion energy.

**Occupations.** For spin up the eigenvalues of \(n\) are 0.981 and 0.232. The coefficients are

\[
0.15\,(0.5-0.981)=-0.072\ \text{Ha},\qquad 0.15\,(0.5-0.232)=+0.040\ \text{Ha}.
\]

For spin down they are 0.966 and 0. The zero is a consequence of having one electron: \(n_{mm'}=\langle\phi_m|\psi\rangle\langle\psi|\phi_{m'}\rangle\) has a single nonzero eigenvalue. The off-diagonal element for spin up is \(0.0170+0.0048i\), so the transposed matrix gives a different operator. With so small an imaginary part, using it here would change the self-consistent energy by only about \(10^{-6}\) Ha, below the digits shown. The slope of \(E_U\) along a random Hermitian change of the spin-up density matrix was tested by finite differences against \(V_U\); both give \(-0.0675\) Ha.

**Energy.** The parts are one-body, contact and U energy:

\[
-2.832+0.276+0.017=-2.539\ \text{Ha}.
\]

For the contact term \(\int v_{\rm mf}\rho=2E_{\rm mf}\), so its correction is \(-E_{\rm mf}\). The band sum then gives

\[
-2.409-0.276+0.146=-2.539\ \text{Ha}.
\]

The U correction of 0.146 Ha is more than eight times \(E_U\) itself. The reason is visible in the formulas: nearly full functions contribute little to \(n-n^2\) but almost fully to \(n^2\). Adding \(E_U\) to the band sum in place of the correction would put the total too low by \(0.146-0.017=0.129\) Ha.

**Force.** On B, the well, the fixed projector and the U term give

\[
-0.1879-0.0031+0.0103=-0.1807\ \text{Ha/bohr}.
\]

The negative sign points towards A at the shorter distance. In this self-consistent state the U term offsets about 5% of the pull of the other two. The total was tested against finite differences of the self-consistent energy and agrees within \(10^{-6}\) Ha/bohr. The force on A is \(+0.1807\) Ha/bohr, as it must be when the energy depends only on the separation of the wells; if \(F_U\) were left out of the force on B, with the orbitals still solved in the presence of \(V_U\), the two forces would not balance.

The band-sum route has the derivatives

\[
0.1664+0.0203-0.0060=0.1807\ \text{Ha/bohr}
\]

for the band sum, the contact correction and the U correction. Their sum is \(dE/dR\), the negative of the force.

Differentiating \(\mathrm{Tr}(Dn)\) at frozen orbitals would give a U force of \(-0.0010\) instead of \(+0.0103\) Ha/bohr: the wrong sign, and an error of about 6% of the total force.

**Dependence on \(U\).** The stationarity used for the force also holds when \(U\) is varied, so only the explicit dependence counts:

\[
\frac{dE}{dU}=\frac12\sum_\sigma\mathrm{Tr}(n^\sigma-n^\sigma n^\sigma)=\frac{E_U}{U}.
\]

The values of \(\nu(1-\nu)\) are 0.178 and 0.019 for spin up and 0.033 for spin down. Half their sum is 0.115, which agrees with the finite-difference test. Most of it comes from the spin-up function with occupation 0.232, the one furthest from being full or empty. The numerical output below lists the eigenvalues \(\nu\), from which these products follow, and \(dE/dU\) with more digits.

## 9. When the formulas change

- **Projectors orthogonalized between atoms.** Each \(\phi_m\) then depends on several atomic positions. The form \(-\mathrm{Tr}(D\,\partial_Rn)\) survives when summed over the shells of all atoms, but \(\partial_R\phi_m\) is no longer a rigid shift, and moving one atom changes the projectors of others.
- **\(U\) dependent on geometry.** The force gains \(-(dU/dR)\,\tfrac12\sum_\sigma\mathrm{Tr}(n^\sigma-n^\sigma n^\sigma)\).
- **A basis that moves with the atoms.** The basis functions contribute derivatives of their own, which the frozen-orbital expression does not contain.
- **An overlap operator \(S\neq1\).** The constraint becomes \(\langle\psi_i|S|\psi_j\rangle=\delta_{ij}\). If \(S\) depends on \(R\), the implicit part no longer vanishes but leaves \(-\sum f_i\varepsilon_i\langle\psi_i|\partial_RS|\psi_i\rangle\) in \(dE/dR\). If \(S\) enters the definition of \(n\), it must be differentiated there too.
- **Incomplete self-consistency.** The orbitals are then not stationary, and the force has an error of first order in the remaining change of the density matrix, whereas the energy functional evaluated with those orbitals errs in second order.

## Numbers as computed

```
period 10.0 bohr, twist 0.25 of 2pi, 37 plane waves
A at 0.0 bohr, B at 3.0 bohr
well depths A 0.7, B 1.5 Ha; width 1.0 bohr
fixed projector: -0.2 Ha, width 0.6 bohr
U shell width 0.9 bohr; g = 0.3 Ha bohr
U = 0.15 Ha = 4.0817 eV
Determinant test (3 electrons, 8 spin orbitals, 4 in the shell)
  mean shell number: 1.241908
  variance of shell number: 0.424115
  pair energy: 0.054341 Ha
  subtracted mean-field energy: 0.022532 Ha
  E_U from occupation matrices: 0.031809 Ha
Self-consistent model
  up: n_ee 0.980510, n_oo 0.232051
  up: n_eo 0.017028 +0.004758 i
  up: D_ee -0.072076, D_oo 0.040192 Ha
  up: D_eo -0.002554 -0.000714 i Ha
  up: eigenvalues of n 0.231634, 0.980927
  up: matching eigenvalues of D 0.040255, -0.072139 Ha
  up: gap above occupied levels: 0.312685 Ha
  down: n_ee 0.963641, n_oo 0.002648
  down: n_eo -0.050515 -0.000105 i
  down: D_ee -0.069546, D_oo 0.074603 Ha
  down: D_eo 0.007577 +0.000016 i Ha
  down: eigenvalues of n 0.000000, 0.966289
  down: matching eigenvalues of D 0.075000, -0.069943 Ha
  down: gap above occupied levels: 0.685998 Ha
Slope of E_U along random change, finite difference: -0.067458 Ha
Same slope from V_U: -0.067458 Ha
One-body energy: -2.831725 Ha
Contact energy: 0.275685 Ha
E_U: 0.017195 Ha
Expectation value of V_U: -0.129024 Ha
Band-sum correction (U/2) Tr n^2: 0.146219 Ha
Band sum: -2.409379 Ha
Total energy from parts: -2.538845 Ha
Total energy from band sum: -2.538845 Ha
Force on B, local well: -0.187899 Ha/bohr
Force on B, fixed projector: -0.003091 Ha/bohr
Force on B, U term: 0.010253 Ha/bohr
Force on B, total: -0.180736 Ha/bohr
Force on B, finite difference of energy: -0.180736 Ha/bohr
Force on A: 0.180736 Ha/bohr
Wrong U force from differentiating Tr(D n): -0.000957 Ha/bohr
d(band sum)/dR: 0.166377 Ha/bohr
d(-contact energy)/dR: 0.020320 Ha/bohr
d((U/2) Tr n^2)/dR: -0.005961 Ha/bohr
dE/dU, finite difference: 0.114632
dE/dU, from occupations: 0.114632
```
